\section*{Symmetry and intensity of the n-to-pi* singlet transition in formaldehyde}

\section*{The problem}

Ketone groups are chromophores in some deep-ultraviolet resists. Their lowest singlet excitation moves an electron from the oxygen lone pair, $n$, to the antibonding orbital $\pi^*$ of the carbonyl group. Formaldehyde, $\mathrm{H_2CO}$, is a small molecule with the same kind of transition.

Place the molecule in the $yz$ plane with the CO bond along $z$ and carbon at the origin. Hold the nuclei at the planar equilibrium geometry, of symmetry $C_{2v}$, until part (f), and neglect spin--orbit coupling. The lone pair lies in the molecular plane and changes sign under $y\to-y$. The $\pi^*$ orbital changes sign under $x\to-x$. The ground state is a closed shell.

Derivations use atomic units ($\hbar=m_e=e=4\pi\varepsilon_0=1$), in which the speed of light is $1/\alpha$, with $\alpha\simeq1/137$. The excitation energy is $E$.

Numerical values are for a Hartree--Fock geometry in the 6-31+G* basis: CO length 1.186~\AA, CH length 1.091~\AA, HCH angle $116.3^\circ$. Excited states come from time-dependent Hartree--Fock theory (TDHF), which omits double excitations and most electron correlation. The values for this basis are in the numerical output.

\section*{(a) What is the symmetry of the excited state?}

\textbf{Solution.} Label each function by its signs under the two reflections $(x\to-x,\;y\to-y)$. The rotation by $\pi$ about $z$ is the product of these reflections, so the two signs fix the symmetry species:
\begin{equation}
A_1:(+,+),\quad A_2:(-,-),\quad B_1:(-,+),\quad B_2:(+,-).
\end{equation}
The lone pair resembles $p_y$ and has signs $(+,-)$, so it is $b_2$. The $\pi^*$ orbital resembles $p_x$ and has signs $(-,+)$, so it is $b_1$.

Each doubly occupied orbital contributes its sign twice, which gives $+$. The ground state is therefore $A_1$. In the excited state $n$ and $\pi^*$ are singly occupied, and their signs multiply:
\begin{equation}
(+,-)\times(-,+)=(-,-).
\end{equation}
The excited state is $A_2$. The singlet spin function is unaffected by the spatial reflections considered here.

\section*{(b) Which dipole components can connect the two states?}

\textbf{Solution.} A matrix element is an integral over all space. If its integrand changes sign under a reflection, the two halves of space cancel. The ground state is even under both reflections, so the operator must have the same signs as the excited state, $(-,-)$.

The electric dipole is $\boldsymbol\mu=-\sum_i\mathbf r_i$, with components
\begin{equation}
x:(-,+),\qquad y:(+,-),\qquad z:(+,+).
\end{equation}
None of these is $(-,-)$, so all three electric-dipole moments vanish.

The magnetic dipole is $\mathbf m=-(\mu_B/\hbar)(\mathbf L+g_s\mathbf S)$, where $\mathbf L$ and $\mathbf S$ are the total orbital and spin angular momenta. Since $\mathbf S$ gives zero on a singlet, $\mathbf L$ alone remains. Its components are
\begin{equation}
L_x=yp_z-zp_y,\qquad L_y=zp_x-xp_z,\qquad L_z=xp_y-yp_x,
\end{equation}
summed over electrons. A momentum component changes sign with its coordinate, so
\begin{equation}
L_x:(+,-),\qquad L_y:(-,+),\qquad L_z:(-,-).
\end{equation}
Of these, $L_z$ alone matches. The transition is electric-dipole forbidden, and symmetry permits a magnetic moment along the CO axis.

The same table applies to the other singlets. In the twelve lowest computed states, the largest electric or magnetic component that it forbids is $2.8\times10^{-13}$ atomic units, which is rounding error.

\section*{(c) Is the permitted magnetic moment really nonzero?}

The two reflections can force an integral to vanish but do not fix the size of one that survives. Find the moment for a pure $p_y\to p_x$ excitation on one atom, then compare it with the molecule.

\textbf{Solution.} Write $p_y=y\,g(r)$ and $p_x=x\,g(r)$. With $\partial g/\partial x=g'x/r$ and $\partial g/\partial y=g'y/r$,
\begin{align}
l_z p_y&=-i\left(x\frac{\partial}{\partial y}-y\frac{\partial}{\partial x}\right)y\,g\\
&=-i\left(xg+\frac{xy^2}{r}g'-\frac{xy^2}{r}g'\right)=-i\,p_x .
\end{align}
Hence $\langle p_x|l_z|p_y\rangle=-i$. Rotation about the bond turns the lone pair into the $\pi$ direction, and $l_z$ is the generator of that rotation.

Two electrons occupy $n$, and either may be excited. With a bar for spin down, the relevant determinants give
\begin{equation}
|S_0\rangle=|n\bar n|,\qquad
|S_1\rangle=\frac{1}{\sqrt2}\left(|\pi^*\bar n|+|n\bar\pi^*|\right).
\end{equation}
Each determinant in $S_1$ differs from $S_0$ by one orbital and contributes $\langle\pi^*|l_z|n\rangle$. Therefore
\begin{equation}
\langle S_1|L_z|S_0\rangle=\frac{2}{\sqrt2}\langle\pi^*|l_z|n\rangle
=\sqrt2\,\langle\pi^*|l_z|n\rangle .
\end{equation}
The triplet has a minus sign between the determinants, and its moment cancels. In the one-atom limit the singlet moment has magnitude $\sqrt2\,\hbar$.

In the molecule both orbitals spread over more than one atom. One orbital pair carries 99.7\% of the excitation weight, and for it $|\langle\pi^*|l_z|n\rangle|=0.810\,\hbar$. Rotating the computed lone pair by a small angle about CO and projecting its change on $\pi^*$ gives the same value, 0.810. The singlet factor then gives
\begin{equation}
\sqrt2\times0.810\,\hbar=1.145\,\hbar .
\end{equation}
The complete TDHF state, which includes the other pairs and the de-excitation amplitudes, gives $|L_z|=1.197\,\hbar$. The magnetic transition moment is thus about $1.2\,\mu_B$ along CO. The digits beyond this depend on the basis: at the same geometry aug-cc-pVTZ gives 0.827 for the pair and $|L_z|=1.237\,\hbar$, about 3\% higher.

The oxygen side of the bond midpoint supplies 58\% of the pair value and the other side 42\%, with the same sign (56\% and 44\% in aug-cc-pVDZ). The one-atom picture gives the right mechanism and order of magnitude, but the moment is not confined to oxygen.

\section*{(d) Does the moment depend on the choice of origin?}

\textbf{Solution.} Measured from a new origin $\mathbf R$, the angular momentum is
\begin{equation}
\mathbf L'=\sum_i(\mathbf r_i-\mathbf R)\times\mathbf p_i=\mathbf L-\mathbf R\times\mathbf P,
\qquad \mathbf P=\sum_i\mathbf p_i .
\end{equation}
The components of $\mathbf P$ have the same reflection signs as $x$, $y$ and $z$. By part (b) their matrix elements between $A_1$ and $A_2$ vanish, so $\langle S_1|\mathbf L'|S_0\rangle=\langle S_1|\mathbf L|S_0\rangle$ for every $\mathbf R$. For an electric-dipole-allowed transition $\langle\mathbf P\rangle$ is nonzero, and the magnetic moment generally changes with the origin.

\section*{(e) How strongly does the rigid molecule absorb?}

Include the variation of the light wave across the molecule to first order, and average over molecular orientations.

\textbf{Solution.} Let the vector potential be $\boldsymbol\epsilon A_0\cos(\mathbf k\cdot\mathbf r-\omega t)$, with $\boldsymbol\epsilon\perp\mathbf k$ and $k=\alpha\omega$. The part of the coupling that absorbs a photon has matrix element $(A_0/2)M$, where
\begin{equation}
M=\Big\langle S_1\Big|\sum_i e^{i\mathbf k\cdot\mathbf r_i}\,\boldsymbol\epsilon\cdot\mathbf p_i\Big|S_0\Big\rangle .
\end{equation}
The golden rule gives the rate $2\pi(A_0^2/4)|M|^2\delta(E-\omega)$. The electric amplitude is $\omega A_0$, so the intensity is $\omega^2A_0^2/(8\pi\alpha)$. The cross section is absorbed power divided by intensity:
\begin{equation}
\sigma(\omega)=\frac{4\pi^2\alpha}{E}\overline{|M|^2}\,\delta(E-\omega)
=2\pi^2\alpha f\,\delta(E-\omega),\qquad
f=\frac{2}{E}\overline{|M|^2}.
\label{eq:f}
\end{equation}
The bar is the orientation average, and $f$ is the oscillator strength.

Expand $e^{i\mathbf k\cdot\mathbf r}\simeq1+i\mathbf k\cdot\mathbf r$. The first term contains $\langle\mathbf P\rangle=0$. Split the second into antisymmetric and symmetric parts:
\begin{equation}
(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)
=\tfrac12(\mathbf k\times\boldsymbol\epsilon)\cdot(\mathbf r\times\mathbf p)
+\tfrac12k_a\epsilon_b(r_ap_b+r_bp_a),
\end{equation}
with repeated indices summed. Because $\mathbf k\cdot\boldsymbol\epsilon=0$, the order of $r_b$ and $p_a$ does not matter here. For a Hamiltonian whose potentials depend on positions alone,
\begin{equation}
\Big[H,\sum_i r_ar_b\Big]=-i\sum_i(r_ap_b+p_ar_b).
\end{equation}
Between eigenstates the left side equals $E\langle r_ar_b\rangle$, so $\langle r_ap_b+p_ar_b\rangle=iE\langle r_ar_b\rangle$. Removing the trace changes nothing, again because $\mathbf k\cdot\boldsymbol\epsilon=0$. With $Q_{ab}=\langle\sum_i(r_ar_b-\delta_{ab}r^2/3)\rangle$ and $k=\alpha E$,
\begin{equation}
M=\frac{i\alpha E}{2}\left[(\hat{\mathbf k}\times\boldsymbol\epsilon)\cdot\langle\mathbf L\rangle
+iE\,\hat k_a\epsilon_bQ_{ab}\right].
\end{equation}

For the magnetic term, $\hat{\mathbf k}\times\boldsymbol\epsilon$ is a unit vector, and its average projection squared is $1/3$:
\begin{equation}
f_{M1}=\frac2E\,\frac{\alpha^2E^2}{4}\,\frac{|\langle\mathbf L\rangle|^2}{3}
=\frac{\alpha^2E}{6}|\langle\mathbf L\rangle|^2 .
\end{equation}

For the quadrupole term, isotropy requires
\begin{equation}
\overline{\hat k_a\epsilon_b\hat k_c\epsilon_d}
=u\,\delta_{ac}\delta_{bd}+v\,\delta_{ad}\delta_{bc}+w\,\delta_{ab}\delta_{cd}.
\end{equation}
Contracting indices and using $\hat k^2=\epsilon^2=1$ and $\hat{\mathbf k}\cdot\boldsymbol\epsilon=0$ gives
\begin{equation}
9u+3v+3w=1,\qquad 3u+9v+3w=0,\qquad u+v+3w=0.
\end{equation}
Subtracting the third equation from the first two leaves $8u+2v=1$ and $2u+8v=0$. Thus $u=4/30$ and $v=w=-1/30$. For symmetric traceless $Q$ the average is $(u+v)\sum|Q_{ab}|^2=\sum|Q_{ab}|^2/10$, and
\begin{equation}
f_{E2}=\frac2E\,\frac{\alpha^2E^2}{4}\,\frac{E^2}{10}\sum_{ab}|Q_{ab}|^2
=\frac{\alpha^2E^3}{20}\sum_{ab}|Q_{ab}|^2 .
\end{equation}
The cross term averages to zero: an isotropic three-index tensor is antisymmetric, while $Q$ is symmetric.

These formulas were tested on one electron in a harmonic well with frequencies 3, 1 and 2 along $x$, $y$ and $z$, excited from the first $y$ level to the first $x$ level. The full plane wave gives $f=2.7215\times10^{-5}$ and the two formulas together give $2.7217\times10^{-5}$.

For formaldehyde TDHF gives $E=4.555$~eV $=0.1674$ hartree, or 272~nm. Hence
\begin{equation}
f_{M1}=\frac{(5.325\times10^{-5})(0.1674)(1.197)^2}{6}=2.13\times10^{-6}.
\end{equation}
The product $xy$ also has signs $(-,-)$, so $Q_{xy}=Q_{yx}$ is allowed. Its computed magnitude is 0.565, and
\begin{equation}
f_{E2}=\frac{(5.325\times10^{-5})(0.1674)^3\,2(0.565)^2}{20}=8.0\times10^{-9}.
\end{equation}
The quadrupole adds 0.4\% to the magnetic strength. The commutator relation holds only approximately in a finite basis: in 6-31+G* the momentum form gives 0.37 for $|Q_{xy}|$ instead of 0.565, whereas in aug-cc-pVTZ the two forms give 0.61 and 0.62. That basis gives $f_{M1}=2.26\times10^{-6}$, 6\% higher, and the same 0.4\% share. An electric-dipole transition with $f$ of order one would be several hundred thousand times stronger than the magnetic part and about a hundred million times stronger than the quadrupole part.

At the same geometry and basis, the density functional PBE0 gives 4.12~eV (301~nm), $|L_z|=1.213\,\hbar$ and $f_{M1}=1.98\times10^{-6}$. The energy falls by 0.44~eV, while the moment rises by 1.4\% relative to TDHF. Between these two methods the magnetic moment is much less sensitive than the wavelength.

\section*{(f) What happens when the nuclei vibrate?}

\textbf{Solution.} Let $q_k$ be the mass-weighted normal coordinates. The electric moment vanishes at $q=0$, so to first order
\begin{equation}
\boldsymbol\mu(q)=\sum_k\boldsymbol\mu'_kq_k .
\end{equation}
For a component of $\boldsymbol\mu'_k$ to survive, the signs of the coordinate, the dipole component and the $A_2$ state must multiply to $(+,+)$. A $b_1$ mode, $(-,+)$, needs $(+,-)$, which is $y$. A $b_2$ mode needs $x$. An $a_1$ mode would need $(-,-)$, which no dipole component has. Formaldehyde has three $a_1$ modes, two $b_2$ modes and one $b_1$ mode, the out-of-plane bend.

Without retardation, $\langle\mathbf P\rangle$ has magnitude $E|\boldsymbol\mu|$, because $[H,\mathbf r]=-i\mathbf p$. Equation~(\ref{eq:f}) with an average of $1/3$ then gives $f=2E|\boldsymbol\mu|^2/3$. The band contains many final vibrational levels $v'$. If $E$ is taken as the same for all of them, completeness gives
\begin{equation}
\sum_{v'}|\langle v'|\boldsymbol\mu|v\rangle|^2=\langle v|\boldsymbol\mu^2|v\rangle .
\end{equation}
In the harmonic approximation $\langle q_jq_k\rangle=0$ for $j\ne k$, so
\begin{equation}
f_{\rm vib}=\frac{2E}{3}\sum_k|\boldsymbol\mu'_k|^2\langle q_k^2\rangle .
\end{equation}
Half the energy of an oscillator is potential, so $\tfrac12\omega^2\langle q^2\rangle=\tfrac12(v+\tfrac12)\omega$ and $\langle q^2\rangle=(2v+1)/2\omega$. The thermal mean of $v$ is $1/(e^{\omega/k_BT}-1)$, hence
\begin{equation}
\langle q^2\rangle=\frac{1}{2\omega}\,\frac{e^{\omega/k_BT}+1}{e^{\omega/k_BT}-1}
=\frac{1}{2\omega}\coth\frac{\omega}{2k_BT}.
\end{equation}
As $T\to0$ this tends to $1/2\omega$: zero-point motion keeps the band visible even in the cold molecule.

The computed zero-point contributions are
\begin{center}
\begin{tabular}{lcc}
Mode & Wavenumber (cm$^{-1}$) & $f$\\
$b_1$ & 1333 & $1.87\times10^{-4}$\\
$b_2$ & 1374 & $0.19\times10^{-4}$\\
$b_2$ & 3241 & $0.79\times10^{-4}$
\end{tabular}
\end{center}
The $a_1$ modes give zero within rounding. The sum is $f_{\rm vib}=2.84\times10^{-4}$, about 130 times $f_{M1}$, and the out-of-plane bend supplies two thirds of it. At 300~K the sum rises by 0.2\%, since these vibrational quanta are much larger than $k_BT$.

Averaging the strength over the zero-point distribution of the out-of-plane bend, without assuming a linear moment or a fixed energy, gives $1.76\times10^{-4}$. This is 6\% below the linear value for that mode. The basis matters more: with the same geometry, modes and frequencies, the larger aug-cc-pVDZ and aug-cc-pVTZ bases both lower the linear value for the bend by about 40\%. The sum falls to $2.0\times10^{-4}$, about 90 times $f_{M1}$, and the bend then supplies a little over half of it. The vibronic strengths are therefore estimates of size, although they remain far above $f_{M1}$.

The transition is therefore magnetic-dipole in character at the planar geometry, while most of the absorption in this calculation is electric-dipole absorption made possible by vibration.

\section*{(g) What absorbance would a ketone resist film have?}

Use 8 carbonyl groups per nm$^3$, a Gaussian band of full width 0.6~eV at half maximum, and refractive index 1.6. These are rough values for a film of the poly(methyl isopropenyl ketone) kind.

\textbf{Solution.} By equation~(\ref{eq:f}) the area under $\sigma$ is $2\pi^2\alpha f$ in atomic units, or $1.098\times10^{-16}f$~cm$^2$\,eV. A Gaussian $\exp[-4\ln2\,(\omega-E)^2/\Gamma^2]$ has area $\Gamma\sqrt{\pi/(4\ln2)}=1.064\,\Gamma$. At 300~K the vibronic peak is
\begin{equation}
\sigma_{\rm max}=\frac{(1.098\times10^{-16})(2.85\times10^{-4})}{1.064\times0.6}\ \mathrm{cm^2}
=4.9\times10^{-20}\ \mathrm{cm^2}.
\end{equation}
The density is $N=8\times10^{21}$~cm$^{-3}$. Intensity falls as $e^{-N\sigma d}$, so the decadic absorbance per length is
\begin{equation}
\frac{N\sigma_{\rm max}}{\ln10}=\frac{391\ \mathrm{cm^{-1}}}{2.303}=170\ \mathrm{cm^{-1}}
=0.017\ \mu\mathrm{m}^{-1}.
\end{equation}
The magnetic part alone would give $1.3\times10^{-4}\ \mu\mathrm{m}^{-1}$. With the vibronic value, a film 1~$\mu$m thick transmits about 96\% at the band maximum, apart from reflection and other absorbers.

These numbers use the field in vacuum. In the Lorentz model the field at a molecule is $(n_r^2+2)/3$ times the mean field, while intensity at a given mean field is proportional to the index $n_r$. The electric part is then multiplied by
\begin{equation}
\frac{(n_r^2+2)^2}{9n_r}=1.44,
\end{equation}
which raises the estimate to about $0.025\ \mu\mathrm{m}^{-1}$. With the larger-basis strength $2.0\times10^{-4}$ the two estimates become 0.012 and $0.017\ \mu\mathrm{m}^{-1}$.

A film also exerts static fields. By symmetry, a uniform field along $y$ can induce an $x$ transition dipole, a field along $x$ can induce a $y$ dipole, and a field along $z$ induces none. For a field of 1~V/nm and fixed nuclei, the computed mean strength over the three directions is $5.4\times10^{-8}$, well below even $f_{M1}$. The individual induced dipoles are small and change strongly with the basis. In aug-cc-pVTZ the dipole induced by the $x$ field grows from $6\times10^{-5}$ to $1.6\times10^{-3}$ atomic units, and the mean strength doubles to $1.1\times10^{-7}$, still only 5\% of $f_{M1}$.

A real ketone polymer differs from this model in its substituents. Unequal groups on the carbonyl carbon remove the $C_{2v}$ symmetry, so an electric transition dipole is allowed even with the nuclei at rest; its size was not computed, and the uniform-field result does not replace it. Substituents also change the vibrations. The absorbance is thus an estimate of size for carbonyl groups that behave like formaldehyde. The two calculated band positions, 272 and 301~nm, differ too much to predict absorption at a particular exposure wavelength, such as 248~nm.

\section*{Computed results}
\begin{verbatim}
CO bond length: 1.1860 angstrom
CH bond length: 1.0906 angstrom
HCH angle: 116.33 degree
TDHF excitation energy: 4.555 eV
TDHF wavelength: 272.2 nm
Largest electric-dipole component: 7.8e-15 e bohr
Largest forbidden moment, 12 states: 2.8e-13 a.u.
|Lx|, |Ly|: 7.0e-14, 2.4e-17 hbar
|Lz| = magnetic moment in Bohr magnetons: 1.1968
Weight of dominant orbital pair: 0.9974
Pair |l_z| from integrals: 0.8098 hbar
Pair |l_z| from rotation: 0.8098 hbar
sqrt(2) times pair |l_z|: 1.1452 hbar
Share of l_z on oxygen side of midpoint: 0.580
|Qxy|: 0.5653 e bohr^2
f magnetic dipole: 2.128e-06
f electric quadrupole: 7.981e-09
Model f, full wave / multipoles: 2.72152e-05 / 2.72174e-05
Mode b1: 1333 cm^-1, f = 1.87e-04
Mode b2: 1374 cm^-1, f = 1.88e-05
Mode a1: 1669 cm^-1, f = 3.67e-20
Mode a1: 2009 cm^-1, f = 3.76e-21
Mode a1: 3166 cm^-1, f = 6.11e-21
Mode b2: 3241 cm^-1, f = 7.86e-05
f vibronic, zero-point motion: 2.841e-04
f vibronic, 300 K: 2.847e-04
Vibronic (zero-point) / magnetic ratio: 133.5
f out-of-plane, nonlinear average: 1.755e-04
Uniform static field: 1.0 V/nm
y dipole induced by field along x: 6.20e-05 e bohr
x dipole induced by field along y: 1.20e-03 e bohr
Largest forbidden dipole in field: 2.2e-15 e bohr
f with field along x, y, z: 4.29e-10, 1.62e-07, 9.31e-31
f from field, orientation mean: 5.401e-08
PBE0 excitation energy: 4.119 eV
PBE0 wavelength: 301.0 nm
PBE0 |Lz|: 1.2133 hbar
PBE0 f magnetic dipole: 1.977e-06
Carbonyl density: 8.0 nm^-3
Band full width at half maximum: 0.6 eV
Cross-section area for f = 1: 1.0976e-16 cm^2 eV
Peak cross section, magnetic: 3.66e-22 cm^2
Peak cross section, vibronic 300 K: 4.89e-20 cm^2
Film absorbance, magnetic: 1.27e-04 per um
Film absorbance, vibronic 300 K: 1.70e-02 per um
Refractive index: 1.6
Lorentz factor, electric part: 1.444
\end{verbatim}
